# Why Löwdin charges can depend on how a molecule is oriented

**Q.** Löwdin populations come from $S^{1/2}PS^{1/2}$, the density matrix in an orthonormal basis. A rotation takes an orthonormal set to an orthonormal set, so I hold that the atomic charges cannot depend on how the molecule is oriented.

**A.** It has to be checked whether the rotation carries the orthonormal functions of one atom into those of the same atom. Take real functions $\chi_\mu$, centred on the nuclei and tied to the laboratory axes, written as a row $\chi$. Their overlap matrix $S$ is positive definite, and $X=S^{1/2}$. For a closed shell $P=2CC^T$, with $C$ the occupied orbital coefficients. With $\Pi_A$ the diagonal projector on the functions of atom $A$,
$$N_A^{M}=\operatorname{tr}\Pi_A PS,\qquad N_A^{L}=\operatorname{tr}\Pi_A L,\qquad L=XPX,$$
and the charge is $q_A=(Z_A-N_A)e$.

Move the nuclei from $\mathbf R_A$ to $R\mathbf R_A$, with $R$ orthogonal and no external field. A new basis function is $\chi'_\mu(\mathbf r)=f_\mu(\mathbf r-R\mathbf R_A)$, so $\chi'_\mu(R\mathbf r)=f_\mu(R(\mathbf r-\mathbf R_A))$. A complete shell spans a space closed under rotation, hence $\chi'(R\mathbf r)=\chi(\mathbf r)T$ with $T$ invertible and block diagonal in shells. Changing the integration variable to $R\mathbf r$ gives $S'=T^TST$. The Hamiltonian turns with the nuclei, so the rotated orbitals $\psi'(R\mathbf r)=\psi(\mathbf r)$ solve the new equations with the same energy, and I follow that solution. Then $\chi TC'=\chi C$, so $C'=T^{-1}C$ and $P'=T^{-1}PT^{-T}$.

For Mulliken, $P'S'=T^{-1}PT^{-T}T^TST=T^{-1}PST$. Since $T$ commutes with $\Pi_A$, the cyclic property gives $\operatorname{tr}\Pi_AT^{-1}PST=\operatorname{tr}\Pi_APS$, whatever $T$ is.

**Q.** And the same step goes through for $L$.

**A.** It needs $S'^{1/2}$, which does not follow from $X$ so simply. Define $U=XTS'^{-1/2}$. It is orthogonal, because $U^TU=S'^{-1/2}T^TSTS'^{-1/2}=1$, and it is the orthogonal factor in the polar decomposition $XT=US'^{1/2}$. Using $T^TS=S'T^{-1}$ and its transpose,
$$U^TLU=S'^{-1/2}\,T^TS\,P\,ST\,S'^{-1/2}=S'^{1/2}\,T^{-1}PT^{-T}S'^{1/2}=L'.$$
So $L'$ and $L$ are orthogonally similar, which is the true part of your argument and conserves the total number of electrons. The atomic population is $N_A'=\operatorname{tr}(U\Pi_AU^TL)$. It equals $N_A$ for every symmetric $L$ if and only if the symmetric matrix $U\Pi_AU^T-\Pi_A$ vanishes, that is, if $U$ does not mix atom $A$ with the others.

Two conditions each suffice. If $T$ is orthogonal, $(T^TXT)^2=T^TXTT^TXT=S'$, and the positive square root is unique, so $S'^{1/2}=T^TXT$ and $U=XT\,T^TX^{-1}T=T$, which is block diagonal. If atoms do not overlap, $X$, $T$ and $S'^{-1/2}$ are all block diagonal in atoms, and so is $U$.

**Q.** Then I only need $T$ orthogonal, and a matrix that represents a rotation on normalized functions should be.

**A.** For an s shell $T=1$, and for a p shell $(R\mathbf r)_i=\sum_kR_{ik}x_k$ gives $T=R^T$, so there you are right. Take a Cartesian d shell with $xx$, $yy$, $zz$ normalized and the mixed monomials carrying a further weight $w$, so that $f_{xx}\propto x^2$ and $f_{xy}\propto w\,xy$ with a common factor. For $I_{2k}=\int x^{2k}e^{-2\alpha x^2}dx$, integration by parts gives $I_{2k}=(2k-1)I_{2k-2}/4\alpha$. Therefore $\int x^4:\int x^2y^2=I_4I_0:I_2^2=3:1$ for any exponent, and so for contracted shells too. The shell overlap $S_d$ has $\langle xx|yy\rangle=1/3$ and $\langle xy|xy\rangle=w^2/3$, and individual normalization means $w=\sqrt3$. The block of $xx,yy,zz$ is $\tfrac23\,1+\tfrac13J$, with $J$ the matrix of ones, whose eigenvalues are $3,0,0$. The eigenvalues of $S_d$ are thus $5/3$ for the $r^2$ combination, $2/3$ twice for combinations like $x^2-y^2$, and $w^2/3$ three times.

Rotate by $\theta$ about $z$, with $x'=cx-sy$, $y'=sx+cy$, $c=\cos\theta$, $s=\sin\theta$:
$$x'^2=c^2x^2+s^2y^2-\frac{2cs}{w}(w\,xy),\qquad y'^2=s^2x^2+c^2y^2+\frac{2cs}{w}(w\,xy),$$
$$w\,x'y'=wcs\,x^2-wcs\,y^2+(c^2-s^2)(w\,xy).$$
The coefficients are the columns of $T$. With $c^4+s^4=1-2c^2s^2$ and $c^2s^2=\tfrac14\sin^22\theta$,
$$(T^TT)_{xx,xx}=c^4+s^4+\frac{4c^2s^2}{w^2}=1-\tfrac12\sin^22\theta\left(1-\frac{2}{w^2}\right).$$
At $45^\circ$ this is $1-\tfrac12\cdot\tfrac13=0.8333$ for $w=\sqrt3$ and $1.5$ for $w=1$. What a rotation does preserve is the overlap of a shell with itself, $T^TS_dT=S_d$. The squared norm of a function with coefficient vector $v$ is $v^TS_dv$, which for $w=\sqrt3$ is $\tfrac23v^Tv$ for $x^2-y^2$ and $v^Tv$ for $xy$. A $45^\circ$ turn takes one into the other at fixed norm, so $v^Tv$ must change. The exceptions are the operations that permute the axes and flip their signs. They send each monomial to plus or minus a monomial of equal weight, so $T$ is orthogonal for any $w$, and a charge has period $90^\circ$ in $\theta$.

**Q.** So the Cartesian form is at fault, and spherical shells are the only remedy.

**A.** Spherical shells are a remedy. The polynomials with vanishing Laplacian go into each other under rotation, the five functions are orthonormal, and $T^TS_dT=S_d$ with $S_d=1$ says that $T$ is orthogonal. But the formula above points at the weights, since the defect vanishes at $w=\sqrt2$. In general, give $x^ay^bz^c$ the squared weight $l!/(a!\,b!\,c!)$ and call the weighted row $f$. The multinomial theorem reads $(\mathbf r\cdot\mathbf s)^l=f(\mathbf r)f(\mathbf s)^T$. The left side is invariant, so $f(\mathbf r)TT^Tf(\mathbf s)^T=f(\mathbf r)f(\mathbf s)^T$ for all $\mathbf r,\mathbf s$, and independence of the monomials gives $TT^T=1$. Individual normalization has squared weights proportional to $1/[(2a-1)!!\,(2b-1)!!\,(2c-1)!!]$, by the recursion for $I_{2k}$. The two sets agree for s and p, and they stand as $1:2$ against $1:3$ for d and $1:3:6$ against $1:5:15$ for f. At $w=\sqrt2$ the eigenvalue $w^2/3$ joins the other two at $2/3$, and the mismatch between $xy$ and $x^2-y^2$ is gone.

A second remedy in the same six-function space is to orthonormalize each shell first, $\tilde\chi=\chi S_d^{-1/2}$. Then $\tilde T=S_d^{1/2}TS_d^{-1/2}$ and $\tilde T^T\tilde T=S_d^{-1/2}T^TS_dTS_d^{-1/2}=1$.

**Q.** A non-orthogonal $T$ only removes the guarantee. What decides how fast the charge changes?

**A.** Work to first order in a further rotation $\varepsilon$ about $z$, with $T=1+\varepsilon G$ and $G=A+B$, where $A$ is antisymmetric and $B$ symmetric. Setting $c=1$, $s=\varepsilon$ in the columns gives $G_{xy,xx}=-2/w$, $G_{xx,xy}=w$, $G_{xy,yy}=2/w$ and $G_{yy,xy}=-w$, so
$$B_{xx,xy}=-B_{yy,xy}=b=\tfrac12\left(w-\frac2w\right).$$
This is $0.2887$ for $w=\sqrt3$, zero for $\sqrt2$ and $-0.5$ for $1$. The pair $xz,yz$ turns like $x,y$ and adds nothing to $B$. Put $U=1+\varepsilon\Omega$ with $\Omega$ antisymmetric and $S'^{1/2}=X+\varepsilon\delta$ with $\delta$ symmetric. The first order of $XT=US'^{1/2}$ is $XG=\Omega X+\delta$, and its transpose is $G^TX=-X\Omega+\delta$. Subtracting, with $G^T=-A+B$,
$$\Omega X+X\Omega=(AX+XA)+(XB-BX).$$
Hence $\Omega=A+K$ with $KX+XK=[X,B]$. In the eigenbasis of $S$, with eigenvalues $s_i$, this reads $K_{ij}(\sqrt{s_j}+\sqrt{s_i})=(\sqrt{s_i}-\sqrt{s_j})B_{ij}$. Next, $L'=(1-\varepsilon\Omega)L(1+\varepsilon\Omega)=L+\varepsilon[L,\Omega]$. The part in $A$ drops out, because $\operatorname{tr}\Pi_A[L,A]=\operatorname{tr}A\Pi_AL-\operatorname{tr}\Pi_AAL=0$ for a block-diagonal matrix. The exact derivative is
$$\frac{dN_A}{d\theta}=\operatorname{tr}\Pi_A[L,K],\qquad K_{ij}=B_{ij}\,\frac{\sqrt{s_i}-\sqrt{s_j}}{\sqrt{s_i}+\sqrt{s_j}}.$$
In a basis of s, p and d shells the effect needs both $b\neq0$, that is $w\neq\sqrt2$, and unequal overlap eigenvalues. Cartesian f shells add entries of their own to $B$ unless they carry the weights $1:3:6$, and the norm of $B$ used below leaves them out.

**Q.** That has small eigenvalues in a denominator. A nearly dependent basis should make the rate blow up.

**A.** The factor lies between $-1$ and $1$ for all positive $s_i,s_j$, and it approaches $\pm1$ when one eigenvalue is much smaller than the other. The Frobenius norm does not depend on the orthonormal basis, so $\|K\|\le\|B\|=2|b|\sqrt{n_d}$, each of the $n_d$ d shells having four entries of size $|b|$. Cyclic rearrangement gives $\operatorname{tr}\Pi_A[L,K]=\operatorname{tr}K[\Pi_A,L]$. The commutator has the entries $\pm L_{\mu\nu}$ when exactly one index is on $A$ and zero otherwise, so $\|[\Pi_A,L]\|^2=2W_A$, with the Wiberg index $W_A=\sum_{\mu\in A,\nu\notin A}L_{\mu\nu}^2$. The Cauchy–Schwarz inequality yields
$$\left|\frac{dN_A}{d\theta}\right|\le2|b|\sqrt{n_d}\,\sqrt{2W_A}.$$
For a closed-shell determinant $C^TSC=1$ gives $PSP=2P$, so $L^2=2L$ and $W_A\le\sum_{\mu\in A}(L^2)_{\mu\mu}=2N_A$. The bound stays finite as $s_{\min}\to0$. At $s_{\min}=0$ itself $S'^{-1/2}$ does not exist, and the derivation does not apply.

**Q.** Show me a molecule.

**A.** Lengths are in $a_0=\hbar^2/me^2$ and energies in $e^2/a_0$. Take CO at RHF/6-31G* with bond length $2.13\,a_0=1.1271$ Å, and a separate self-consistent calculation for each direction of the axis. The Cartesian basis has 30 functions and $E=-112.737399\,e^2/a_0$ in every orientation. The angles lie in the $xy$ plane, and the entries are $q_{\rm C}/e$.

| analysis | $x$ | $20^\circ$ | $45^\circ$ | $(111)$ |
|---|---|---|---|---|
| Mulliken | 0.2830 | 0.2830 | 0.2830 | 0.2830 |
| Löwdin, $w=\sqrt3$ | 0.0827 | 0.0832 | 0.0837 | 0.0841 |
| Löwdin, $w=1$ | 0.1116 | 0.1113 | 0.1105 | 0.1102 |
| Löwdin, $w=\sqrt2$ | 0.0947 | 0.0947 | 0.0947 | 0.0947 |
| Löwdin, shell orthonormal | 0.0740 | 0.0740 | 0.0740 | 0.0740 |
| Löwdin, spherical | 0.0667 | 0.0667 | 0.0667 | 0.0667 |

For $w=\sqrt3$ the spread over these four directions is $0.0841-0.0827=0.0014\,e$, or $1.7\%$ of the charge along $x$. The spreads of the four constant rows are of order $10^{-13}\,e$ or less. The spherical row has 28 functions spanning a subspace of the Cartesian set, so its variational energy is higher, $-112.736851\,e^2/a_0$, by $0.00055\,e^2/a_0$.

At $20^\circ$ the formula gives $dN_{\rm C}/d\theta=-0.002065$ per radian, and a central difference of fresh calculations with step $0.005$ rad gives the same digits. The negative sign agrees with $q_{\rm C}$ rising along its row. With $s_{\min}=7.726\times10^{-3}$ and $s_{\max}=5.2841$ the largest factor is $(2.2987-0.0879)/(2.2987+0.0879)=0.926$. With $n_d=2$ and $W_{\rm C}=2.8799$ the bound is $2(0.28868)\sqrt2\times\sqrt{5.7598}=0.8165\times2.400=1.96$ per radian. The actual rate is about 950 times smaller. Using the computed $\|K\|=0.1825$ in place of $\|B\|$ lowers the bound only to $0.44$, so it excludes a divergence and says little about the size.

The role of interatomic overlap shows in the carbon–oxygen block of $U$ for the turn from $x$ to $45^\circ$. Its norm is $0.049$ at $2.13\,a_0$, $0.0018$ at $6\,a_0$ and numerically zero at $30\,a_0$.

**Q.** And with diffuse functions?

**A.** In 6-31+G* the smallest eigenvalue falls only to $5.060\times10^{-3}$, so this basis does not probe the limit $s_{\min}\to0$, for which the bound is the evidence. The largest factor rises to $0.945$, while the spread falls slightly to $0.0013\,e$ and the rate to $-0.001906$ per radian, again matched by the finite difference. A larger maximal factor therefore need not mean a larger effect, since the rate is a sum of terms weighted by $B_{ij}$ and $[\Pi_A,L]$. The charge itself moves from $0.083\,e$ to $0.284\,e$. The diffuse functions of 6-31+G* are s and p only, and diffuse d shells act differently. In cases not included in the program, one extra d shell of exponent $0.1\,a_0^{-2}$ on each atom of 6-31G* raises the spread to $0.0114\,e$ and changes the rate to $-0.0169$ per radian, and Cartesian aug-cc-pVDZ gives a spread of $0.0128\,e$. In Cartesian cc-pVTZ, $w=\sqrt2$ with individually normalized f shells leaves a spread of $0.0066\,e$, which vanishes when f carries the weights $1:3:6$. None of these charges is converged in the basis: with individual normalization $q_{\rm C}$ along $x$ is $-0.037\,e$ in 6-311G*, $-0.059\,e$ in cc-pVDZ, $0.124\,e$ in aug-cc-pVDZ and $-0.229\,e$ in cc-pVTZ.

**Q.** A thousandth of an electron hardly matters. I will take an invariant convention and have the Löwdin charge.

**A.** In CO with 6-31G* and 6-31+G* the orientation effect is that small, and with diffuse d shells it is eight to nine times larger. You will have one invariant charge among several, though. The rows $w=\sqrt2$ and shell orthonormal analyse the same density and differ by $0.0947-0.0740=0.0207\,e$, about fifteen times the spread from orientation in 6-31G* (in aug-cc-pVDZ the difference is $0.050\,e$, about four times the spread). They are related by $T=S_d^{-1/2}$, which scales the $r^2$ combination by $\sqrt{3/5}$ and the other five by $\sqrt{3/2}$. The law $L'=U^TLU$ holds for any invertible $T$, and this one is not orthogonal.

A small effect also becomes visible where symmetry demands equality. Let $R$ be a symmetry operation of the molecule and its density that sends atom $A$ to $A'$. The rotated molecule coincides with the original, so $N_{A'}$ equals the rotated population of $A$, and $N_{A'}=N_A$ is guaranteed when $T(R)$ is orthogonal. Take NH₃ at RHF/6-31G* with N–H $=1.91\,a_0=1.0107$ Å and angle $107^\circ$. With the threefold axis along $z$, the $120^\circ$ turn has $(T^TT)_{xx,xx}=1-\tfrac12\cdot\tfrac34\cdot\tfrac13=\tfrac78$ for $w=\sqrt3$. The hydrogen in the $xz$ plane carries $0.2681\,e$ and the other two carry $0.2697\,e$, a difference of $1.55\times10^{-3}\,e$, although hydrogen has no d shell in this basis. These numbers belong to the basis: in cases not included in the program the difference is $2.2\times10^{-3}\,e$ in 6-31G**, $8.3\times10^{-3}\,e$ in aug-cc-pVDZ and $7.7\times10^{-3}\,e$ in cc-pVTZ, where the hydrogen charge itself is about $-0.05\,e$. The two equal ones are exchanged by $y\to-y$, a sign flip. With the axis along $(111)$ the threefold turn permutes $x,y,z$ cyclically and all three are equal. Their common value is $0.2697\,e$ for the azimuth about $(111)$ used in the program. A turn about $(111)$ by a general angle is not a signed permutation of the axes, and the common value changes with it: other azimuths, not included in the program, give for example $0.2665\,e$ and $0.2702\,e$. The agreement with the pair found along $z$ is accidental, since it does not survive a change of geometry: with the bond angle set to $100^\circ$, a case also not included in the program, the same azimuth about $(111)$ gives $0.2627\,e$ and the pair along $z$ carries $0.2632\,e$. Along $z$, the weights $w=\sqrt2$ give $0.2663\,e$ three times, and spherical d gives $0.2336\,e$ three times.

The numerical check asserts the laws for $S'$, $P'$ and $L'$ against fresh integrals and calculations, as well as the shell formulas, the rate, the bound, the $90^\circ$ period and the equalities and inequalities among these charges.

**Q.** Then my error was to pass from the orthogonality of $U$ to its leaving each atom alone.

**A.** Yes. Unless its value is fixed by a symmetry operation whose $T$ is orthogonal, as inversion fixes zero in N₂, a Löwdin charge computed with Cartesian d or f functions is specified only when the choice of functions within each shell is stated with it, and the orientation as well unless that choice makes $T$ orthogonal for every rotation. Symmetry alone is not enough: in equilateral O₃ of side $2.65\,a_0$ in the $xy$ plane, with one atom on the $x$ axis through the centre, a case not included in the program, the three atoms are equivalent, yet RHF/6-31G* with $w=\sqrt3$ gives $-0.0021\,e$, $0.0010\,e$ and $0.0010\,e$, while $w=\sqrt2$ gives zero.

## Computed values

```
l=1: distinct n^2 individual [1.], multinomial [1.]
l=2: distinct n^2 individual [1. 3.], multinomial [1. 2.]
l=3: distinct n^2 individual [ 1.  5. 15.], multinomial [1. 3. 6.]
w^2=3: <xx|yy>=0.3333, S_d eigenvalues [0.6667 0.6667 1.     1.     1.     1.6667]
w^2=2: <xx|yy>=0.3333, S_d eigenvalues [0.6667 0.6667 0.6667 0.6667 0.6667 1.6667]
w^2=1: b=-0.50000 /rad, (T^T T)_xx,xx at 45 deg=1.50000
w^2=2: b=0.00000 /rad, (T^T T)_xx,xx at 45 deg=1.00000
w^2=3: b=0.28868 /rad, (T^T T)_xx,xx at 45 deg=0.83333
CO bond length 2.13 a0 = 1.1271 Angstrom; FD step 0.005 rad
q_C (e), axis: x | 20 deg | 45 deg | (111) | spread
RHF/6-31g* Cartesian: nao=30, E=-112.737399 e^2/a0
  Mulliken            0.28297   0.28297   0.28297   0.28297 | 1.80e-13
  Lowdin w=sqrt3      0.08269   0.08317   0.08370   0.08409 | 1.39e-03
  Lowdin w=1          0.11164   0.11130   0.11049   0.11020 | 1.44e-03
  Lowdin w=sqrt2      0.09466   0.09466   0.09466   0.09466 | 1.51e-14
  Lowdin shell-orth   0.07398   0.07398   0.07398   0.07398 | 1.15e-14
  20 deg: dN_C/dtheta formula -0.002065, finite diff -0.002065 /rad
  s_min=7.726e-03, s_max=5.2841, max factor=0.9263
  n_d=2, W_C=2.8799, |B|=0.8165, |K|=0.1825, bound=1.9595 /rad
RHF/6-31+g* Cartesian: nao=38, E=-112.741626 e^2/a0
  Mulliken            0.27028   0.27028   0.27028   0.27028 | 1.15e-11
  Lowdin w=sqrt3      0.28360   0.28404   0.28454   0.28489 | 1.28e-03
  Lowdin w=1          0.31145   0.31117   0.31045   0.31019 | 1.26e-03
  Lowdin w=sqrt2      0.29515   0.29515   0.29515   0.29515 | 1.00e-11
  Lowdin shell-orth   0.28383   0.28383   0.28383   0.28383 | 9.86e-12
  20 deg: dN_C/dtheta formula -0.001906, finite diff -0.001906 /rad
  s_min=5.060e-03, s_max=6.3013, max factor=0.9449
  n_d=2, W_C=3.1342, |B|=0.8165, |K|=0.1841, bound=2.0443 /rad
RHF/6-31g* spherical: nao=28, E=-112.736851 e^2/a0
  Lowdin spherical    0.06670   0.06670   0.06670   0.06670 | 4.00e-14
C-O block norm of U (x to 45 deg, w=sqrt3) at R=2.13 a0: 4.944e-02
C-O block norm of U (x to 45 deg, w=sqrt3) at R=6.0 a0: 1.779e-03
C-O block norm of U (x to 45 deg, w=sqrt3) at R=30.0 a0: 0.000e+00
NH3 RHF/6-31g*: N-H 1.91 a0 = 1.0107 Angstrom, angle 107.0 deg; q_N, q_H (e)
  C3 z, w=sqrt3      -0.80747   0.26812   0.26967   0.26967 | H spread 1.55e-03
  C3 (111), w=sqrt3  -0.80901   0.26967   0.26967   0.26967 | H spread 4.00e-15
  C3 z, w=sqrt2      -0.79886   0.26629   0.26629   0.26629 | H spread 1.22e-15
  C3 z, spherical    -0.70090   0.23363   0.23363   0.23363 | H spread 4.33e-15
```
